\section*{Apparent activation energy of parallel first-order decomposition: two derivations}

\section{Two channels that run equally fast}

A precursor molecule can decompose in two ways, with rate constants $k_1$ and $k_2$ and activation energies $E_1$ and $E_2$. Suppose that at some temperature $T$ the two rate constants happen to be equal, $k_1=k_2=k_*$. The molecule does not care which channel destroys it, so the total loss constant is $k=2k_*$.

Now raise the temperature by a small amount $\delta T$. Each constant follows the Arrhenius law $k_i=A_i e^{-E_i/RT}$, and the derivative of the exponent $-E_i/RT$ with respect to $T$ is $+E_i/RT^2$. To first order in $\delta T$, therefore,
\begin{equation}
\delta k_1=k_*\frac{E_1}{RT^2}\,\delta T,\qquad
\delta k_2=k_*\frac{E_2}{RT^2}\,\delta T .
\end{equation}
Adding the two and dividing by $k=2k_*$ gives
\begin{equation}
\frac{\delta k}{k}=\frac{E_1+E_2}{2}\,\frac{\delta T}{RT^2}.
\end{equation}
A single channel with energy $E$ would show $\delta k/k=E\,\delta T/RT^2$. The pair therefore responds like one channel whose energy is the mean of the two. With $E_1=100$ and $E_2=160$ kJ/mol it is 130 kJ/mol, although no barrier of that height exists in the molecule.

The two energies enter equally because the two channels carry equal shares of the loss. If the shares differ, each energy should count in proportion to its share. The general statement is
\begin{equation}
E_{\rm app}=\sum_i w_iE_i,\qquad w_i=\frac{k_i}{k},\qquad k=\sum_i k_i .
\label{eq:main}
\end{equation}

\section{The quantity that is measured}

Let $N(t)$ be the amount of precursor in one well-mixed population at constant temperature. A finite number of irreversible first-order channels consume it, with $A_i>0$ and with $A_i$ and $E_i$ independent of temperature. The losses add:
\begin{equation}
\frac{dN}{dt}=-\sum_i k_iN=-kN,\qquad N(t)=N_0e^{-kt}.
\end{equation}
Let $P_i$ count the decomposition events that have gone through channel $i$. It grows at the rate $k_iN$, so
\begin{equation}
P_i(t)=k_iN_0\int_0^t e^{-ks}\,ds=\frac{k_i}{k}N_0\left(1-e^{-kt}\right).
\label{eq:products}
\end{equation}
The fraction of all events that use channel $i$ is $P_i/\sum_jP_j=k_i/k=w_i$ at every time $t>0$. The weights are thus product yields, and they can be measured if each channel leaves a distinguishable, stable product.

Equation (\ref{eq:products}) also shows that one product can yield two different activation energies. Its approach to the final amount is governed by $e^{-kt}$, with the total constant $k$, and an Arrhenius plot of that constant gives $E_{\rm app}$. Its initial formation rate is $k_iN_0$, and a plot of that rate at fixed $N_0$ gives $E_i$.

The apparent activation energy is defined as the local slope of the Arrhenius plot of $k$. With $x=1/(RT)$,
\begin{equation}
E_{\rm app}(T)=-R\,\frac{d\ln k}{d(1/T)}=-\frac{d\ln k}{dx}.
\label{eq:def}
\end{equation}
The second form follows from $d(1/T)=R\,dx$. The definition refers to one temperature. It does not suppose that the plot is straight.

\section{First derivation: differentiate the sum}

In the variable $x$ each channel reads $k_i=A_ie^{-E_ix}$, so that $dk_i/dx=-E_ik_i$. The derivative of a finite sum is the sum of the derivatives:
\begin{equation}
\frac{dk}{dx}=-\sum_iE_ik_i .
\end{equation}
Since $d\ln k/dx=(1/k)\,dk/dx$, the definition (\ref{eq:def}) gives
\begin{equation}
E_{\rm app}=-\frac1k\frac{dk}{dx}=\frac{\sum_ik_iE_i}{\sum_ik_i}=\sum_iw_iE_i ,
\end{equation}
which is (\ref{eq:main}). The minus sign in the definition cancels the one from the exponent. The factor $1/k$, which comes from the logarithm, turns rate constants into shares.

The weights are positive and sum to one, so $E_{\rm app}$ lies between the smallest and the largest $E_i$. It is the mean channel energy per decomposition event.

\subsection*{Drift with temperature}

The weights change with temperature, and the same method shows how. From $\ln w_i=\ln k_i-\ln k$,
\begin{equation}
\frac{d\ln w_i}{dx}=-E_i+E_{\rm app},\qquad
\frac{dw_i}{dx}=-w_i\left(E_i-E_{\rm app}\right).
\end{equation}
The $E_i$ are constants, so
\begin{equation}
\frac{dE_{\rm app}}{dx}=\sum_iE_i\frac{dw_i}{dx}
=-\sum_iw_i(E_i-E_{\rm app})E_i .
\end{equation}
The sum $\sum_iw_i(E_i-E_{\rm app})$ vanishes by (\ref{eq:main}). The last factor $E_i$ may therefore be replaced by $E_i-E_{\rm app}$:
\begin{equation}
\frac{dE_{\rm app}}{dx}=-V,\qquad V=\sum_iw_i(E_i-E_{\rm app})^2 .
\label{eq:var}
\end{equation}
With $dx/dT=-1/(RT^2)$ this becomes
\begin{equation}
\frac{dE_{\rm app}}{dT}=\frac{V}{RT^2}\ge0 .
\label{eq:drift}
\end{equation}
The apparent energy rises on heating unless all $E_i$ are equal, because heating shifts the loss towards the channels with higher energies.

\subsection*{The two ends of the temperature scale}

The ratio of two weights is $w_i/w_j=(A_i/A_j)e^{-(E_i-E_j)x}$. On cooling, $x\to\infty$, and the share of every channel above the lowest energy finally tends to zero, whatever the prefactors are. Hence $E_{\rm app}\to\min_iE_i$. In the formal limit of infinite temperature, $x\to0$ and the exponentials become one, so that
\begin{equation}
E_{\rm app}\to\frac{\sum_iA_iE_i}{\sum_iA_i}.
\end{equation}
This is an average weighted by the prefactors. It is close to the highest energy if that channel has by far the largest prefactor, but it does not equal the highest energy in general.

\section{Second derivation: a line that touches from below}

The same result follows without differentiating the sum of exponentials. Choose a temperature $T_0$, with $x_0=1/(RT_0)$, and let $v_i=w_i(x_0)$ be the weights there. From now on the $v_i$ are fixed numbers, while $x$ varies. Define
\begin{equation}
L(x)=\sum_iv_i\ln k_i(x)-\sum_iv_i\ln v_i .
\label{eq:L}
\end{equation}

The first step is to show that $L(x)\le\ln k(x)$ for every $x$. For any positive number $y$, $\ln y\le y-1$, with equality only at $y=1$. Apply this to $y_i=k_i(x)/[v_ik(x)]$, multiply by $v_i$ and sum:
\begin{equation}
\sum_iv_i\ln\frac{k_i(x)}{v_ik(x)}\le
\sum_i\frac{k_i(x)}{k(x)}-\sum_iv_i=1-1=0 .
\end{equation}
Because $\sum_iv_i=1$, the left side is $L(x)-\ln k(x)$, which proves the inequality. At $x=x_0$ each $y_i$ equals one, and there $L(x_0)=\ln k(x_0)$.

The second step uses this contact. The difference $D(x)=\ln k(x)-L(x)$ is never negative and is zero at $x_0$, so $x_0$ is a minimum of $D$. Since $D$ is differentiable, its slope vanishes there, and $\ln k$ and $L$ have the same slope at $x_0$.

The third step reads off that slope. Inserting $\ln k_i=\ln A_i-E_ix$ into (\ref{eq:L}) gives
\begin{equation}
L(x)=\Big[\sum_iv_i\ln A_i-\sum_iv_i\ln v_i\Big]-x\sum_iv_iE_i .
\label{eq:line}
\end{equation}
This is a straight line with slope $-\sum_iv_iE_i$. Therefore $E_{\rm app}(T_0)=\sum_iv_iE_i$, and since $T_0$ was arbitrary, (\ref{eq:main}) is proved again.

\subsection*{The apparent prefactor}

The line $L$ is the tangent to the Arrhenius plot at $T_0$. Its intercept at $x=0$ is the logarithm of the apparent prefactor:
\begin{equation}
\ln A_{\rm app}=\sum_iw_i\ln A_i-\sum_iw_i\ln w_i .
\label{eq:A}
\end{equation}
All prefactors are expressed in the same unit. The first term is the logarithm of a weighted geometric mean. The second is not negative, and it accounts for the fact that several channels are open at once. For two equally fast channels $w_1=w_2=1/2$, the second term is $\ln2$, and $A_{\rm app}=2\sqrt{A_1A_2}$. If all energies are equal, $w_i=A_i/\sum_jA_j$, and (\ref{eq:A}) reduces to $A_{\rm app}=\sum_jA_j$, as it must when the exponential is a common factor.

\section{What each derivation assumes}

Both derivations need a total loss constant that is a sum of channel constants. This rests on the common population and on the first-order, irreversible loss.

The first derivation needs, beyond this, the value and the derivative of each $k_i$ at the temperature of interest and nothing about other temperatures. The second needs every $k_i$ to be positive, because it takes their logarithms, and it needs $\ln k$ to be differentiable, which holds for a finite sum of smooth positive terms. In return it compares $\ln k$ with its tangent at all temperatures at once. The first route reaches the same comparison only with a further step: (\ref{eq:var}), applied over the whole range, gives $d^2\ln k/dx^2=V\ge0$, and a convex function lies on or above its tangents. The comparison as given uses $A_i$ and $E_i$ that stay constant over the whole range, because $L$ is then a straight line and coincides with the tangent.

The difference shows when the prefactors depend on temperature. Let $k_i=A_iT^{n_i}e^{-E_i/RT}$. Since $T=1/(Rx)$, $d\ln T/dx=-1/x=-RT$, and the local energy of one channel is
\begin{equation}
\varepsilon_i=-\frac{d\ln k_i}{dx}=E_i+n_iRT .
\end{equation}
Differentiating the sum now gives $E_{\rm app}=\sum_iw_i\varepsilon_i$. The contact argument gives the same, because $L$ and $\ln k$ still share their slope at $x_0$. But $L$ now contains the term $-\left(\sum_iv_in_i\right)\ln x$ and is curved unless $\sum_iv_in_i=0$. If this sum is positive, $L$ is convex and lies above its own tangent, so the tangent line still lies below the plot. If the sum is negative, $L$ lies below its tangent, and the inequality $L\le\ln k$ no longer shows that the tangent line lies below the plot.

Other changes affect the common assumption itself. If products return to the precursor, $N$ no longer decays with $\sum_ik_i$. If a product reacts further, the decay of $N$ is unchanged, but the final product amounts need not give the weights. They fail to do so, for example, if one channel's product turns into that of another. A second-order channel contributes a term proportional to $N$ to the relative loss rate, so the shares shift as the precursor is used up. If the sample consists of populations that do not interconvert, each with its own rate constant, the total decay is a sum of different exponentials and has no single $k$.

\section{Reading the numbers for a model precursor}

Take two channels with round model parameters: $A_1=10^8$ s$^{-1}$, $E_1=100$ kJ/mol and $A_2=10^{14}$ s$^{-1}$, $E_2=160$ kJ/mol. Setting $k_1=k_2$ gives the temperature at which they are equally fast:
\begin{equation}
T_*=\frac{E_2-E_1}{R\ln(A_2/A_1)}=522.3\ \text{K},
\end{equation}
with $R=0.0083145$ kJ/(mol K). This is the case of the opening section, with $E_{\rm app}=130$ kJ/mol. At other temperatures the Arrhenius laws and (\ref{eq:main}) give
\begin{equation}
\begin{array}{cccc}
T\ (\text{K}) & k\ (\text{s}^{-1}) & w_2 & E_{\rm app}\ (\text{kJ/mol})\\
350 & 1.193\times10^{-7} & 0.001 & 100.1\\
450 & 2.737\times10^{-4} & 0.098 & 105.9\\
500 & 5.504\times10^{-3} & 0.350 & 121.0\\
560 & 1.662\times10^{-1} & 0.717 & 143.0\\
600 & 1.375 & 0.857 & 151.4
\end{array}
\end{equation}
At 560 K, $k_1=0.04705$ and $k_2=0.11915$ s$^{-1}$. The weights are $w_1=0.2831$ and $w_2=0.7169$, and
\begin{equation}
E_{\rm app}=0.2831\times100+0.7169\times160=143.0\ \text{kJ/mol}.
\end{equation}
For two channels the variance in (\ref{eq:var}) is $V=w_1w_2(E_2-E_1)^2=730.6$ (kJ/mol)$^2$. By (\ref{eq:drift}) the apparent energy then rises by 0.28 kJ/mol per kelvin. Equation (\ref{eq:A}) gives $A_{\rm app}=3.6\times10^{12}$ s$^{-1}$, which belongs to neither channel.

\subsection*{Two temperatures instead of a slope}

An experiment has a finite temperature interval. Integrating $d\ln k/dx=-E_{\rm app}$ between $T_a<T_b$, where $x_a>x_b$, gives
\begin{equation}
\frac{\ln[k(T_b)/k(T_a)]}{x_a-x_b}=\frac{1}{x_a-x_b}\int_{x_b}^{x_a}E_{\rm app}\,dx .
\end{equation}
The two-point energy is thus the uniform average of $E_{\rm app}$ over $1/T$. For $k(540\,\text{K})=0.05461$ and $k(580\,\text{K})=0.48837$ s$^{-1}$ it is 142.6 kJ/mol, slightly below the 143.0 kJ/mol at 560 K.

The plot looks almost straight in this interval. The line through the two end points gives $k=0.1698$ s$^{-1}$ at 560 K, which is 2\% above the true 0.1662 s$^{-1}$. With only a handful of temperatures in the interval, scatter of a few per cent in the rate constants would usually hide the curvature.

\subsection*{The upper edge of the stability window}

Let the precursor be usable as long as at most 1\% is lost in 24 h. From $e^{-kt}=0.99$ with $t=86400$ s, the largest permitted loss constant is
\begin{equation}
k_{\max}=\frac{-\ln0.99}{86400\ \text{s}}=1.163\times10^{-7}\ \text{s}^{-1}.
\end{equation}
Solving $k_1(T)+k_2(T)=k_{\max}$ numerically with a bracketing root finder gives the true limit of the model, $T_{\max}=349.7$ K (76.6 $^\circ$C).

Suppose instead that only the tangent at $T_0=560$ K is known. Setting $L(x)=\ln k_{\max}$ gives the estimate
\begin{align}
\frac1{T_{\rm tan}}&=\frac1{T_0}+\frac{R}{E_{\rm app}}\ln\frac{k(T_0)}{k_{\max}}\nonumber\\
&=\frac{1}{560\ \text{K}}+\frac{0.0083145}{143.0}\times14.17\ \text{K}^{-1},
\end{align}
or $T_{\rm tan}=383.2$ K (110.0 $^\circ$C). This is 33 K too high. At that temperature the model loses 18.4\% in 24 h, not 1\%.

The sign of this error follows from the second derivation. At the true limit, $L\le\ln k=\ln k_{\max}$, so the tangent predicts a loss constant that is too small or at best correct. Here it predicts $1.59\times10^{-9}$ s$^{-1}$, too small by a factor of 73. If all $E_i$ are positive, both $k$ and the tangent's prediction rise with temperature, the latter towards $A_{\rm app}$. As long as $k_{\max}<A_{\rm app}$, which holds here by a wide margin, the tangent reaches $k_{\max}$ at a temperature no lower than the true limit. With unequal energies and $T_{\max}\ne T_0$ the estimate is strictly too high. This rule rests on $A_i$ and $E_i$ that do not depend on temperature. If the prefactors fall on heating, the sign can reverse. For a single channel $k=10^{13}\,\text{s}^{-1}\,(T/500\,\text{K})^{-2}e^{-E/RT}$ with $E=140$ kJ/mol, the true limit is 361.7 K and the tangent at 560 K gives 359.9 K.

The size of the error comes from the change of channel. At 560 K, 72\% of the loss goes through the channel with 160 kJ/mol. At 350 K, 99.9\% goes through the one with 100 kJ/mol, which fades more slowly on cooling. Product yields measured at several temperatures would reveal the shift, provided that the channels leave different products. A rate measurement near the intended storage temperature would test the extrapolation directly.

All numerical values are calculated from the stated model.
